# Why EUV projection at NA 0.55 uses anamorphic 4x/8x reduction

In a reflective projection system with wafer-side NA 0.55, uniform 4x reduction, a chief ray 6° from the mask normal and a source that fills the pupil, 13.6% of the directions in which the mask sends image-forming light are also directions from which the illumination must arrive. At NA 0.33, with the same reduction and chief ray, the shared fraction is zero. At NA 0.55 it returns to zero if the reduction along the scan is raised to 8x, even though the reduction across the scan stays at 4x.

The overlap rules out uniform 4x at 6° with a filled source. It does not by itself select 4x/8x: a scan reduction just above 5.26 would separate the cones, and so would a steeper chief ray. The choice also depends on mirror clearance, mask reflectivity, shadowing and the area available on the mask.

## From wafer NA to the cone at the mask

Let \(y\) be the scan direction and \(x\) the direction across it. The mask lies in the plane \(z=0\), and the chief ray is tilted in the \(yz\) plane by \(\theta_0=6^\circ\). A ray is described by its transverse direction cosines, the \(x\) and \(y\) components of its unit vector of travel. Write \(s_0=\sin\theta_0=0.10453\).

Consider a grating on the mask with period \(P\) along \(y\). Light arriving with transverse cosine \(p_y\) reaches the line at \(y=nP\) with phase \(2\pi p_y nP/\lambda\). For light leaving with cosine \(q_y\), the remaining path is shorter by \(q_y nP\), which contributes \(-2\pi q_y nP/\lambda\). All lines add in phase when the total phase step between neighbours is a multiple of \(2\pi\), so

\[
q_y=p_y+\frac{m\lambda}{P},\qquad m=0,\pm1,\pm2,\ldots
\]

A wafer pattern of period \(p_w\) is drawn on the mask with period \(P=Mp_w\), where \(M\) is the reduction. Its first order is displaced by \(\lambda/p_w\) at the wafer but by \(\lambda/(Mp_w)\) at the mask. A displacement equal to the wafer NA therefore corresponds to \(\mathrm{NA}/M\) at the mask.

With separate reductions \(M_x\) and \(M_y\), the displacements \(\delta_x,\delta_y\) at the mask become \(M_x\delta_x,M_y\delta_y\) at the wafer. A circular wafer pupil accepts

\[
(M_x\delta_x)^2+(M_y\delta_y)^2\le \mathrm{NA}^2 .
\]

At the mask this is an ellipse centred on \((0,s_0)\), with semi-axes

\[
a=\frac{\mathrm{NA}}{M_x},\qquad b=\frac{\mathrm{NA}}{M_y}.
\]

For uniform 4x, \(a=b=0.55/4=0.1375\), and \(\arcsin 0.1375=7.90^\circ\). For 8x along the scan, \(b=0.06875\), or 3.94°. These half-angles refer to a cone around the normal. Around a tilted chief ray the limits follow from adding cosines, not angles: the uniform 4x cone runs from \(\arcsin(s_0-a)=-1.89^\circ\) to \(\arcsin(s_0+a)=14.01^\circ\). The negative sign means that the reflected cone crosses the mask normal into the side from which the light comes.

## When the two beams share directions

A flat mask reverses the \(z\) component of a specularly reflected ray and keeps its transverse components. The source rays therefore travel with transverse cosines centred on \(+s_0\), both before and after reflection. A mirror that delivers a ray, however, stands in the direction opposite to the ray's travel. Seen from the mask, the illumination comes from a region centred on \(-s_0\), while the image-forming light leaves into a region centred on \(+s_0\).

Take a centred disc source that fills a fraction \(\sigma\) of the pupil radius, with \(0<\sigma\le1\). At the mask it has semi-axes \(\sigma a\) and \(\sigma b\). The lowest point of the reflected region is at \(y\)-cosine \(s_0-b\), and the highest point of the incident region is at \(-s_0+\sigma b\). Both points lie at \(x=0\). If

\[
s_0-b>-s_0+\sigma b ,
\]

a line of constant \(y\)-cosine separates the regions. If the inequality fails, their intervals on the line \(x=0\) meet, so they share at least one direction. The condition is thus both sufficient and necessary:

\[
(1+\sigma)\frac{\mathrm{NA}}{M_y}<2s_0 .
\]

The reduction \(M_x\) has dropped out. The beams are displaced from each other along \(y\), and widening them along \(x\) does not bring them together. This is what allows the remedy to be anamorphic.

For a filled source, \(\sigma=1\), the condition becomes

\[
M_y>\frac{\mathrm{NA}}{s_0}=\frac{0.55}{0.10453}=5.26 .
\]

Read the other way, uniform 4x at 6° works up to \(\mathrm{NA}=4s_0=0.418\). This limit lies between 0.33 and 0.55, and it allows no room for mirror edges.

The size of the overlap for uniform 4x follows from two discs of radius \(a\) whose centres are \(2s_0\) apart. Their common chord lies at distance \(s_0\) from each centre. With \(q=s_0/a=0.760\), the chord cuts from each disc a sector of area \(a^2\arccos q\) less a triangle of area \(a^2q\sqrt{1-q^2}\). Two such segments form the overlap, and division by \(\pi a^2\) gives

\[
F=\frac{2}{\pi}\left[\arccos q-q\sqrt{1-q^2}\right]=0.136 .
\]

Vector reflection of rays on a pupil grid gives the same fraction. Here directions are counted by area in direction cosines, the natural measure in a pupil.

In a shared direction, one mirror surface cannot do both jobs. By reversibility, a mirror that brings light from the illuminator to the mask sends light leaving the mask along that line back to the illuminator. If the surface belongs to the projection optics instead, it blocks the source. A beam splitter with transmittance \(T\) and reflectance \(R\) would use each once. If the light meets it in the same polarisation both times, \(T+R\le1\) and the product \(TR\) is at most \(1/4\), even without absorption. A lossless polarising splitter with a quarter-wave plate escapes this bound, passing all of a polarised beam or half of an unpolarised one. It needs transmitting elements, which absorb at 13.5 nm, and is not considered here.

## Can a smaller source avoid the problem?

For uniform 4x, solving the separation condition for the source size gives

\[
\sigma<\frac{2s_0}{a}-1=\frac{0.20906}{0.1375}-1=0.520 .
\]

The overlap at 7.9° and 6° is therefore a statement about sufficiently filled illumination, not about every possible source.

For a centred disc and an ordinary mask, whose pattern repeats once per printed period, the price is resolution. To form fringes, at least two neighbouring orders must enter the pupil. In wafer cosines, a source point on the edge of the disc can sit at \(-\sigma\mathrm{NA}\), and its neighbouring order at \(-\sigma\mathrm{NA}+\lambda/p_w\) must not exceed \(+\mathrm{NA}\). Hence

\[
p_w\ge\frac{\lambda}{(1+\sigma)\mathrm{NA}} .
\]

At \(\lambda=13.5\) nm the limit is 12.27 nm for \(\sigma=1\) and 16.14 nm for \(\sigma=0.520\). The restricted source makes the finest pitch 32% coarser, and its beams still touch. A phase-shift mask whose neighbouring openings have opposite phase repeats only every second line. With a small source it can print finer fringes than this limit allows.

A source that is short along \(y\) but long along \(x\) also fits, because the separating line depends on the \(y\) extent. It recovers fine pitch along \(x\) but leaves the pitch along \(y\) restricted. Such a source may suit a layer with lines in one orientation; it does not give a general-purpose system.

The loss of fine pitch along \(y\) assumes a source symmetric about the pupil centre. A one-sided source that omits only the conflicting directions can keep the 12.27 nm limit in both orientations. Omitting only those directions leaves the source touching the imaging cone, so more must be removed to make room for mirror edges. The illumination is also unbalanced about the chief ray, so a pattern can shift sideways as the focus changes.

## Why the threshold is not enough

Separate directions do not mean separate beams close to the mask, because an illuminated slit has a finite height. Let the slit be 1.5 mm high at the wafer, so that its height on the mask is \(d=1.5M_y\) mm. Let \(\theta_{\rm in}=\arcsin(s_0-b)\) be the inner edge of the reflected cone.

At distance \(h\) from the mask, a ray has moved along \(y\) by \(h\) times the ratio of its \(y\) and \(z\) cosines. For separated cones this ratio is smallest at the inner edge with \(x=0\): the \(y\) cosine is smallest there, and any \(x\) component would reduce the \(z\) cosine and increase the ratio. The lowest reflected ray in the beam is therefore at \(-d/2+h\tan\theta_{\rm in}\). For \(\sigma=1\), the highest incident ray is at \(d/2-h\tan\theta_{\rm in}\). The gap between them is

\[
g=2h\tan\theta_{\rm in}-d ,
\]

and it opens at

\[
h=\frac{d}{2\tan\theta_{\rm in}} .
\]

For \(M_y=8\), \(d=12\) mm and \(\sin\theta_{\rm in}=0.10453-0.06875=0.03578\), which gives \(h=168\) mm. For \(M_y=5.5\), \(d\) is only 8.25 mm, but \(\sin\theta_{\rm in}\) has fallen to 0.0045 and \(h\) is 911 mm. The NA 0.33 system at 4x needs 136 mm. A reduction of 5.5 passes the angular test and yet demands more than five times the distance needed at 8x. At the threshold itself, \(h\) diverges.

More reduction does not help without limit, because it also enlarges the slit on the mask. For small angles, \(\tan\theta_{\rm in}\simeq s_0-\mathrm{NA}/M_y\), and so

\[
h\propto\frac{M_y^2}{s_0M_y-\mathrm{NA}} .
\]

Setting the derivative to zero gives \(2(s_0M_y-\mathrm{NA})=s_0M_y\), or \(M_y=2\,\mathrm{NA}/s_0\simeq10.5\). The clearance distance still falls as \(M_y\) approaches 8, but 8 is not singled out by this criterion. The estimate treats the slit as straight and gives the mirrors no thickness; real edges and mounts need additional space.

## Why not tilt the chief ray further?

With uniform 4x and a filled source, the cones separate once \(s_0>a\), that is, once the chief ray exceeds 7.90°. A chief ray of 9° meets this condition and keeps the whole field on one mask. The difficulty moves to the mask itself.

**Reflectivity.** The mask mirror is a periodic multilayer. Reflections from successive periods add in phase near

\[
\lambda\simeq2D\sqrt{\bar n^2-\sin^2\theta},
\]

where \(D\) is the period, \(\bar n\) the mean real refractive index and \(\theta\) the incidence angle in vacuum. For \(\bar n\) near 1 and small angles, the square root is approximately \(\bar n(1-\tfrac12\sin^2\theta)\). A range of angles therefore shifts the resonance by a relative amount of about half the range of \(\sin^2\theta\).

At 9° and uniform 4x, the incidence angles run from 1.08° to 17.09°, and this estimate gives a resonance shift of 4.3%. For 4x/8x at 6° they run from 2.05° to 10.54°, and the estimate is 1.6%. Refraction in the layers makes both shifts slightly larger.

The upper limit of the anamorphic range is not the in-plane edge, which is at 9.98°. On the boundary of the ellipse, set \(\delta_y=bu\) and \(\delta_x^2=a^2(1-u^2)\), with \(-1\le u\le1\). Then

\[
\sin^2\theta=a^2(1-u^2)+(s_0+bu)^2 .
\]

The derivative with respect to \(u\) is \(-2a^2u+2b(s_0+bu)\). It vanishes at \(u_*=bs_0/(a^2-b^2)=0.507\), which lies inside the allowed range. Expanding the square and inserting \(u_*\) gives

\[
\begin{aligned}
\sin^2\theta_{\max}
&=a^2+s_0^2+2s_0bu_*-(a^2-b^2)u_*^2\\
&=a^2+s_0^2+\frac{b^2s_0^2}{a^2-b^2}
=a^2+\frac{a^2s_0^2}{a^2-b^2}.
\end{aligned}
\]

The result is 0.0335, or 10.54°. The steepest rays thus lie out of the tilt plane. They are still slightly less steep than the 10.78° limit of the NA 0.33 system at 4x.

To see what the coating does over these ranges, take a model stack of 40 pairs with indices \(0.92+0.006i\) and \(1.00+0.002i\), the first filling 40% of each period. For each design, the period is chosen to make the lowest reflectivity in the pupil as high as possible:

- NA 0.33, 4x, 6°: reflectivity 0.720 to 0.740, with a period of 7.00 nm.
- NA 0.55, 4x, 9°: reflectivity 0.502 to 0.729, with a period of 7.13 nm.
- NA 0.55, 4x/8x, 6°: reflectivity 0.722 to 0.740, with a period of 7.00 nm.

Relative to its maximum, reflectivity varies by 31% across the range for the 9° design and by 2.4% for the anamorphic one. Uneven reflectivity weights diffraction orders differently. For two otherwise equal orders reflected with \(R_1\) and \(R_2\), the fringe contrast is \(2\sqrt{R_1R_2}/(R_1+R_2)\), which is still 0.98 for 0.502 and 0.729. This loss of contrast is small, but low reflectivity also costs light and lengthens the exposure. Grading the period from place to place on the mask would not remove the variation, since each mask point uses the whole cone.

These values describe one reflection of unpolarised light from a uniform, periodic model stack. The period was varied in steps of 0.01 nm; steps of 0.001 nm raise the lowest reflectivity to 0.506 for the 9° design and 0.723 for the anamorphic one, so the third digit is not significant. Indices closer to molybdenum and silicon, \(0.9237+0.0064i\) and \(0.9990+0.0018i\), give 0.450 to 0.712 (37%) and 0.703 to 0.724 (2.9%). They show the angular trend, not the performance of a particular coating, and they do not exclude other layer designs with a wider angular response.

**Shadowing.** The pattern is an absorber of thickness \(t\) standing on the mirror. Consider an open trench of width \(w\) along \(y\), with opaque vertical walls and reflection at its floor. A chief ray that meets the floor at \(y\) entered the top at \(y-t\tan\theta_0\) and leaves it at \(y+t\tan\theta_0\). Both positions must lie between 0 and \(w\), so the usable floor width is \(w-2t\tan\theta_0\). At wafer scale the loss is

\[
\Delta=\frac{2t\tan\theta_0}{M_y}.
\]

For \(t=60\) nm, uniform 4x at 9° gives \(120\times0.1584/4=4.75\) nm. The 8x direction at 6° gives \(120\times0.1051/8=1.58\) nm. Of this factor of three, two comes from the reduction and about 1.5 from the smaller tilt. The gain applies to widths along \(y\) only. A filled source also contains rays tilted in \(x\), where the reduction is 4 in both designs. Averaged over such a source, the same ray shadow along \(x\) is about 1.8 nm in both, slightly more than the 1.58 nm along \(y\) at 4x/8x.

This is a ray estimate. It assumes \(w>2t\tan\theta_0\) and leaves out diffraction in the absorber and reflection from within the multilayer. Diffraction over the depth \(t\) spreads an edge by roughly \(\sqrt{\lambda t}=28\) nm on the mask, more than the ray shadow there, which is 19.0 nm at 9° and 12.6 nm at 6°. The value of \(\Delta\) therefore compares the geometry of the two designs; it does not predict the change in printed width, which requires an electromagnetic mask calculation.

## Why 8x, and why in one direction?

Uniform 8x would also separate the beams and reduce the angles in both directions. What it costs is field area. If the usable mask pattern is 104 mm by 132 mm, the wafer field is

\[
\frac{104}{M_x}\ \text{mm}\quad\text{by}\quad\frac{132}{M_y}\ \text{mm}.
\]

Uniform 4x gives 26 mm by 33 mm. Keeping \(M_x=4\) and choosing \(M_y=8\) gives 26 mm by 16.5 mm, so two exposures cover the original field. Uniform 8x gives 13 mm by 16.5 mm and needs four.

A smaller uniform reduction does not escape this count. At 5.5x the field is 18.9 mm by 24.0 mm, which falls short in both directions, and four exposures are again needed to cover the full field. In general, the number along \(y\) is the smallest integer not less than

\[
\frac{33}{132/M_y}=\frac{M_y}{4}.
\]

It equals two for \(4<M_y\le8\). Once the field has to be divided along the scan, the reduction can rise to 8 without a third part. That extra reduction buys clearance and lowers the shadow. Within this mask format, 8x is the largest scan reduction that still needs two exposures, while 4x across the scan avoids a second division.

The argument depends on the mask format and on the wish to cover a 26 mm by 33 mm field. A larger mask would change the exposure count but not the angular overlap. A chip that fits within 26 mm by 16.5 mm does not need to be divided, though fewer such chips may fit in one exposure.

## Consequences for practice

**Draw the mask stretched.** A wafer point \((X,Y)\) belongs at \((4X,8Y)\) on the mask, apart from image reversals. A wafer circle becomes an ellipse twice as long along \(y\), and a line at angle \(\varphi\) to the \(x\) axis is drawn at \(\varphi_m\), with \(\tan\varphi_m=2\tan\varphi\). A 45° wafer line is therefore drawn at 63.4°. The projection optics undo the stretch. The wafer pupil remains circular, so the diffraction limit set by NA is the same in both directions.

**Treat the axes separately in mask correction.** In geometric scaling, a mask placement error of 4 nm becomes 1 nm across the scan but 0.5 nm along it. With the chief ray in the \(yz\) plane, as assumed here, its own shadow acts on widths measured along \(y\); the off-axis rays of the source shadow widths along \(x\) as well, symmetrically on both edges. Where a curved slit makes the chief ray's azimuth vary along the slit, widths along \(x\) are affected too. Corrections for line width and position should therefore depend on orientation and be checked with a model that includes the absorber's thickness.

**Specify the source in wafer-pupil coordinates.** A circular source at the wafer pupil must be an ellipse in mask angles, with the same 2:1 axis ratio as the imaging cone. A source that is circular in mask angles would fill the two wafer directions unequally.

**Plan the half field early.** A design that exceeds 16.5 mm along the scan needs two exposures and a controlled join. Arranging circuit blocks so that critical features avoid the join reduces the demands on overlay there. The mask stage must also move \(M_y\) times as fast as the wafer stage, so at equal wafer speed an 8x scan doubles the mask speed of a 4x scan.

**Recheck the geometry when NA or tilt changes.** The first check is \((1+\sigma)\mathrm{NA}/M_y<2s_0\), followed by the clearance distance for the real slit and mirror edges. With 8x and a filled source, the angular limit would allow a chief ray as low as 3.94°, but the clearance distance diverges there. A tilt below 6° would reduce the shadow at the expense of mirror space: at 5.355°, the smallest separating scan reduction is 5.89, and at 8x the shadow is 1.41 nm and the clearance distance 244 mm. Published NA 0.55 designs use a chief ray near this value and a centrally obscured pupil; the 6° tilt and the open pupil used here are model choices. The values used in these comparisons are collected in the numerical output.

## Computed values

```
Wavelength: 13.5 nm
Wafer NA: 0.55
Reference wafer NA: 0.33
Chief ray angle: 6.0 deg
Sine of chief ray angle: 0.10453
Mask NA, 4x: 0.13750
Mask NA, 8x: 0.06875
Cone half-angle, NA 0.55 at 4x: 7.90 deg
Cone half-angle, NA 0.55 at 8x: 3.94 deg
Cone half-angle, NA 0.33 at 4x: 4.73 deg
Inner edge, uniform 4x: -1.89 deg
Outer edge, uniform 4x: 14.01 deg
Inner edge, 8x direction: 2.05 deg
Outer edge, 8x direction: 9.98 deg
Shared pupil, uniform 4x, formula: 13.58 %
Shared pupil, uniform 4x, grid: 13.58 %
Smallest separating scan reduction: 5.262
Smallest chief angle for 4x: 7.90 deg
Largest separating sigma, uniform 4x: 0.520
Finest pitch at that sigma: 16.14 nm
Finest pitch at sigma 1: 12.27 nm
Slit height at wafer: 1.5 mm
Clearance height, NA 0.33 at 4x: 136 mm
Clearance height, NA 0.55, My 5.5: 911 mm
Clearance height, NA 0.55, My 8: 168 mm
Raised chief ray angle: 9.0 deg
NA 0.33, 4x, incidence: 1.26 to 10.78 deg
NA 0.33, 4x, best period: 7.00 nm
NA 0.33, 4x, reflectivity min, max: 0.720, 0.740
NA 0.55, 4x, 9 deg, incidence: 1.08 to 17.09 deg
NA 0.55, 4x, 9 deg, best period: 7.13 nm
NA 0.55, 4x, 9 deg, reflectivity min, max: 0.502, 0.729
NA 0.55, 4x/8x, incidence: 2.05 to 10.54 deg
NA 0.55, 4x/8x, best period: 7.00 nm
NA 0.55, 4x/8x, reflectivity min, max: 0.722, 0.740
Absorber thickness: 60 nm
Wafer-scale shadow, 4x at 9 deg: 4.75 nm
Wafer-scale shadow, 8x at 6 deg: 1.58 nm
Mask pattern area: 104 x 132 mm
Field at 4x/4x: 26.0 x 33.0 mm, exposures 1
Field at 4x/8x: 26.0 x 16.5 mm, exposures 2
Field at 5.5x/5.5x: 18.9 x 24.0 mm, exposures 4
Field at 8x/8x: 13.0 x 16.5 mm, exposures 4
Largest scan reduction with two exposures: 8.00
```
